# Trigonometric, algebraic and hyperbolic potentials in an undoped double-gate film

A thin semiconductor film lies between two gates whose voltages can be set separately. With equal gates the electrons gather at both surfaces and the field vanishes at a point between them. With one gate high and the other low enough, the field crosses the film without changing sign. The film obeys one differential equation in both situations, yet its solution is written with a sine in the first and can require a hyperbolic sine in the second. The question is what decides between them, and what the potential is at the border.

In atomic units, let \(\kappa\) be the relative permittivity of the film, \(t\) its thickness and \(T\) the thermal energy. The electrostatic potential is \(\phi\), so that an electron has potential energy \(-\phi\). The film has no dopants, holes are neglected, and the electrons obey Boltzmann statistics. No current flows across the film, so their quasi-Fermi potential \(V\) does not depend on the transverse coordinate \(x\). Fields along the channel are taken to vary slowly enough to be left out. The charge density is \(-n\), and Poisson's equation reads
\[
\frac{d^2\phi}{dx^2}=\frac{4\pi}{\kappa}\,n,\qquad n=n_i\,e^{(\phi-V)/T}.
\]
Define \(y=x/t\) and
\[
n_t=\frac{\kappa T}{4\pi t^2},\qquad u=\frac{\phi-V}{T}+\ln\frac{n_i}{n_t},
\]
so that \(n=n_te^u\). Two derivatives in \(y\) bring a factor \(t^2\), hence \(u''=(t^2/T)(4\pi n/\kappa)=n/n_t\), or
\[
u''=e^u .
\]
Multiplication by \(2u'\) gives \((u'^2)'=(2e^u)'\), and therefore
\[
C=u'^2-2e^u
\]
is constant across the film. With the field \(F=-d\phi/dx=-(T/t)u'\), the same statement is
\[
\frac{\kappa F^2}{8\pi}-nT=\frac{n_tT}{2}\,C .
\]
The sign of \(C\) tells whether the field tension or the electron gas pressure is the larger. Their difference is the same at every depth.

The nonlinear equation becomes linear in \(w=e^{-u/2}\), which is positive. Since \(w'=-u'w/2\) and \(w^2e^u=1\),
\[
w'^2=\frac{w^2}{4}\left(C+2e^u\right)=\frac12+\frac C4w^2,
\]
\[
w''=-\frac{u''w}{2}+\frac{u'^2w}{4}=\frac w4\left(u'^2-2e^u\right)=\frac C4\,w .
\]
Put \(k=\sqrt{|C|}/2\). For \(C<0\) the second equation gives a sine of \(ky\) with some phase and amplitude \(A\), and the first requires \(A^2k^2=1/2\). For \(C=0\), \(w\) is linear with slope \(\pm1/\sqrt2\). For \(C>0\), write \(w=\alpha e^{ky}+\beta e^{-ky}\). Then
\[
w'^2-k^2w^2=-4k^2\alpha\beta=\tfrac12 ,
\]
so \(\alpha\) and \(\beta\) have opposite signs. This leaves a hyperbolic sine and excludes the hyperbolic cosine and the single exponential.

The gates fix the remaining signs. Let \(V_1\) and \(V_2\) be the gate voltages less their work-function offsets, and let the oxides, of permittivity \(\kappa_{ox}\) and thicknesses \(t_1,t_2\), carry no charge. Continuity of the displacement at the two surfaces gives
\[
\kappa_{ox}\frac{V_1-\phi(0)}{t_1}=-\kappa\frac{d\phi}{dx}\Big|_0,\qquad
\kappa_{ox}\frac{\phi(t)-V_2}{t_2}=-\kappa\frac{d\phi}{dx}\Big|_t .
\]
With \(r_j=\kappa t_j/(\kappa_{ox}t)\) and \(g_j=(V_j-V)/T+\ln(n_i/n_t)\), these become
\[
g_1=u(0)-r_1u'(0),\qquad g_2=u(1)+r_2u'(1).
\]
Number the gates so that \(g_1\ge g_2\). If \(C\ge0\), then \(w'^2\ge1/2\), so \(u'\) keeps one sign. Subtracting the gate conditions,
\[
g_1-g_2=u(0)-u(1)-r_1u'(0)-r_2u'(1),
\]
which is positive for \(u'<0\) and negative for \(u'>0\). Hence \(u\) falls, \(w\) rises, and the zero of \(w\) lies to the left of the film, at \(y=-a\) with \(a>0\). For \(C<0\) the sine is positive throughout the film, and its nearest zero on the left can be called \(-a\) as well. With \(z=y+a\), all cases read
\[
e^u=\frac{2}{S(z)^2},\qquad
S=\begin{cases}\sin(kz)/k,&C<0\\ z,&C=0\\ \sinh(kz)/k,&C>0.\end{cases}
\]
In the first case \(k(1+a)<\pi\), so \(k<\pi\) and \(C>-4\pi^2\). The separating solution, in the original variables with \(x_0=at\), is
\[
n(x)=\frac{\kappa T}{2\pi(x+x_0)^2},\qquad
\phi(x)=V+T\ln\frac{\kappa T}{2\pi n_i(x+x_0)^2}.
\]
Its density contains no \(n_i\); the intrinsic density enters through the potential at which this density is reached.

Nothing singular happens at the border. Both the sine and the hyperbolic sine give \(S=z+Cz^3/24+O(C^2)\), because \(k^2=-C/4\) in the first and \(+C/4\) in the second. Therefore, at fixed \(a\),
\[
u=\ln\frac2{z^2}-\frac{Cz^2}{12}+O(C^2).
\]

To place the border in terms of bias, use \(u'=-2/z\) at \(C=0\):
\[
g_1=\ln2-2\ln a+\frac{2r_1}{a},\qquad
g_2=\ln2-2\ln(1+a)-\frac{2r_2}{1+a}.
\]
The difference \(\Delta=g_1-g_2\) is
\[
\Delta=2\ln\!\left(1+\frac1a\right)+\frac{2r_1}{a}+\frac{2r_2}{1+a}.
\]
Each term decreases with \(a\), and the sum runs from infinity to zero. Every \(\Delta>0\) thus fixes one \(a\), and one critical pair of biases.

It remains to show which side of this pair is which. The boundary problem has one solution, the minimum of
\[
J=\int_0^1\!\left(\frac{u'^2}{2}+e^u\right)dy+\frac{(u(0)-g_1)^2}{2r_1}+\frac{(u(1)-g_2)^2}{2r_2}.
\]
Its stationarity conditions are \(u''=e^u\) and the two gate conditions. It is strictly convex, and it grows without limit for large \(u\) of either sign, since the end terms hold the surface values and the gradient term holds the variation between them. Its second variation is positive, so \(u\) depends smoothly on the biases.

Raise both gates together by \(dg\), with \(\Delta\) fixed, and let \(v=\partial u/\partial g\). Then
\[
v''=e^uv,\qquad v(0)=1+r_1v'(0),\qquad v(1)=1-r_2v'(1).
\]
Suppose the lowest value of \(v\) were zero or negative. At the left end a minimum needs \(v'(0)\ge0\), which gives \(v(0)\ge1\); at the right end it needs \(v'(1)\le0\), which gives \(v(1)\ge1\). Both contradict the supposition. At an interior minimum \(v<0\) would make \(v''<0\), which is impossible, and \(v=v'=0\) would make \(v\) vanish everywhere, against the end conditions. So \(v>0\) and \(v''>0\). If \(v'(0)\ge0\), then \(v\) would rise to \(v(1)>1\) with \(v'(1)>0\), against the right condition. Hence \(v'(0)<0\) and \(v(0)<1\). If \(v'(1)\le0\), then \(v\) would fall throughout and end below 1, while the right condition demands \(v(1)\ge1\). Hence \(v'(1)>0\), and \(v'\) vanishes somewhere inside. Since
\[
\frac{dC}{dg}=2u'v'-2e^uv
\]
is independent of \(y\), it may be evaluated at that point, where it equals \(-2e^uv<0\).

So \(C\) falls steadily as the common bias rises. At very low bias the film is empty and \(u\) is linear, with slope \(-\Delta/(1+r_1+r_2)\), so \(C\) tends to the square of that slope. At high bias \(C\) is negative: for \(C\ge0\) one has \(S(z)\ge z\), hence
\[
e^{u(1)}\le\frac{2}{(1+a)^2}<2,
\]
and with \(u'(1)<0\) this gives \(g_2<\ln2\), which fails once \(g_2\) is raised enough. For \(\Delta>0\) the mode is therefore hyperbolic below the critical common bias and trigonometric above it. For \(\Delta=0\) the strict fall of \(u\) required by \(C\ge0\) is impossible, and the mode is trigonometric at any bias. The inequality also says that a film in the hyperbolic or algebraic mode has fewer than \(2n_t\) electrons per unit volume at its weaker surface.

A trigonometric potential need not have its minimum inside the film. For \(C<0\), \(u'=-2k\cot(kz)\) vanishes at \(y=\pi/(2k)-a\). This point reaches the back surface when \(k(1+a)=\pi/2\). Then \(ka=\pi/2-k\), so \(\sin(ka)=\cos k\) and \(\cot(ka)=\tan k\), and the gate conditions give
\[
g_2=\ln(2k^2),\qquad \Delta=-2\ln\cos k+2r_1k\tan k .
\]
The right side of the second relation rises from zero to infinity for \(0<k<\pi/2\), so it has one root for each \(\Delta>0\). There \(C=-4k^2<0\), which places this bias above the critical one. Because \(v'(1)>0\), \(u'(1)\) is negative at all lower common biases. Between the two biases lies a strip that is trigonometric and monotone.

Away from the border, one unknown suffices in all modes. A trial \(u(0)\) gives \(u'(0)=[u(0)-g_1]/r_1\), then \(C\), and then
\[
w(y)=e^{-u(0)/2}\left[c(y)-\tfrac12u'(0)\,s(y)\right],
\]
where \((c,s)\) is \((\cos ky,\sin ky/k)\), \((1,y)\) or \((\cosh ky,\sinh ky/k)\) according to the sign of \(C\). The value of \(u(0)\) is right when \(w\) stays positive across the film and \(g_2=-2\ln w(1)-2r_2w'(1)/w(1)\). The sheet density follows by integrating \(u''=e^u\):
\[
N=n_tt\,[u'(1)-u'(0)],\qquad N=\frac{2n_tt}{a(1+a)}\quad(C=0).
\]

Take a silicon fin with rough typical values: film 10 nm, oxides 1.5 nm, \(\kappa=11.7\), \(\kappa_{ox}=3.9\), 300 K, \(n_i=10^{10}\) cm\(^{-3}\), midgap gates and \(V=0\). The gates are held 0.15 V apart. In these units \(T\) becomes 0.02585 V and \(n_t=\kappa\varepsilon_0k_BT/(e^2t^2)=1.672\times10^{17}\) cm\(^{-3}\). Then \(r_1=r_2=11.7\times1.5/(3.9\times10)=0.45\) and \(\Delta=5.80\). The root is \(a=0.3615\), for which the three terms of \(\Delta\) are \(2.65+2.49+0.66\). So \(x_0=3.6\) nm, and
\[
V_1=0.02585\,(0.693+2.035+2.490+16.632)=0.565\ \text{V},
\]
where the last term is \(\ln(n_t/n_i)\); gate 2 is at 0.415 V. A direct numerical solution of Poisson's equation with the same 0.15 V separation finds \(C=0\) at the same gate-1 bias, 0.5648 V. The density falls from \(2n_t/a^2=2.56\times10^{18}\) cm\(^{-3}\) at the front to \(1.80\times10^{17}\) cm\(^{-3}\) at the back, and \(N=6.8\times10^{11}\) cm\(^{-2}\). At the front surface the field tension and the electron pressure are both 10.6 kPa.

With the separation unchanged, lowering both gates by 0.10 V gives \(C=8.60\), near the empty-film limit 9.33. Raising gate 1 to 0.5872 V gives \(C\approx-3.15\), but the sine would reach zero field only at 14.7 nm, outside the film. The zero-field point enters at 0.610 V, so the monotone trigonometric strip is 45 mV wide. At 0.710 V, \(C=-17.7\) and the minimum lies 6.1 nm from the front.

A rise of \(V\) along the channel lowers \(g_1\) and \(g_2\) equally. In this last case the film therefore passes from trigonometric to hyperbolic where \(V=0.710-0.565=0.145\) V, provided the potential varies slowly along the channel.

Moving one gate alone can act differently. Let gate 1 remain the higher one, \(g_1\ge g_2\). On the border, with \(b=1+a\), \(dg_2/db=2(r_2-b)/b^2\). If \(r_2\le1\), \(g_2\) falls along the whole border from \(\ln2-2r_2\), so the hyperbolic mode requires \(g_2\) below that value; here this means gate 2 below 0.425 V. If \(r_2>1\), \(g_2\) first rises and then falls with \(b\), and a fixed \(g_2\) can meet the border twice. For a change of \(g_1\) alone the response obeys \(v''=e^uv\), \(v(0)=1+r_1v'(0)\) and \(v(1)=-r_2v'(1)\). As before, a lowest value that is zero or negative cannot lie at the left end or inside. At the right end it would need \(v'(1)\le0\), hence \(v(1)\ge0\), which leaves only \(v(1)=v'(1)=0\); then \(v\) would vanish everywhere, against the left condition. So \(v(1)>0\). Evaluating \(dC/dg_1\) at the back surface on the border, where \(u'=-2/b\) and \(e^u=2/b^2\),
\[
\frac{dC}{dg_1}=-2v(1)\left[\frac{u'(1)}{r_2}+e^{u(1)}\right]=\frac{4v(1)}{b}\left(\frac1{r_2}-\frac1b\right).
\]
Since \(g_1\) falls as \(b\) grows, a rising gate 1 meets the larger \(b\) first. It enters the hyperbolic mode where \(b>r_2\) and leaves it where \(b<r_2\): first the growing tension at the back surface wins, later the growing pressure. For a 3 nm film with 3 nm oxides, \(r_2=3\), and gate 2 fixed at 0.3888 V, the mode is hyperbolic for gate 1 between 0.448 and 0.797 V, and trigonometric at the other gate-1 voltages above gate 2. The upper limit is sensitive: raising gate 2 by 0.2 mV lowers it to 0.793 V. If gate 1 is instead lowered far enough below gate 2, the gates exchange roles and the mode is hyperbolic again. So thin a film serves here only to show the classical equation: with hard walls and (100) silicon masses, confinement lowers its sheet density by about 90 % at the lower crossing and by more than half at the upper one, so these voltages do not describe a real 3 nm film.

Of the neglected effects sized here, quantum confinement changes the charge most. For the 10 nm example at its critical bias, a self-consistent Schrödinger-Poisson calculation with hard walls and valley masses set to 0.916 and 0.19 as model inputs for a (100) silicon film lowers the sheet density by 33 % relative to the classical value. Raising both gates by 23 mV restores it. These figures depend on the model: a finite 3.1 eV oxide barrier of mass 0.4 changes them to about 29 % and 20 mV, and (110) masses with hard walls to about 36 % and 25 mV. The quantum density vanishes at the walls, so the classical surface densities are not to be expected there, and \(C\) loses its simple meaning; other fin orientations have other masses. At the same critical bias, Fermi-Dirac statistics alone changes the sheet density by \(-0.65\) %; at 0.710 V it lowers the sheet density by 1.2 % and the front density by 11 %. Acceptors at \(10^{15}\) cm\(^{-3}\), treated as a smooth charge, move the potential by at most 0.03 mV at the critical bias (0.05 mV in the nearly empty film), and the hole-to-electron ratio at the back surface is about \(3\times10^{-15}\). With \(V=0\), holes outnumber electrons where \(\phi<0\), but they change the potential appreciably only when their own density approaches \(n_t\), near \(\phi=-0.43\) V. At 360 K, with \(n_i\) recomputed for a fixed band-edge offset, the critical gate-1 bias drops to 0.5295 V; the steeper empirical rise of \(n_i\) with temperature in silicon would put it about 10 mV lower for midgap gates. The front oxide field, 0.43 MV/cm, is far below a rough breakdown field of 10 MV/cm, and for a rough barrier of 3.1 eV and mass 0.4 the tunnelling factor is about \(4\times10^{-8}\). Source and drain fields are not sized here; the one-dimensional cut needs a gate much longer than the film and oxides are thick. If a single gate with one work function covers both sides of the fin, \(\Delta=0\) and this model puts the film in the trigonometric mode; the border concerns devices whose gates are separated or made different. The numerical output lists the densities and \(C\) for the four example bias pairs of the 10 nm film.

## Numbers as computed

```
film, each oxide: 10.0, 1.5 nm
permittivity film, oxide: 11.7, 3.9
temperature 300 K, thermal voltage 0.02585 V
intrinsic density 1.0e+10 cm^-3
gate difference 0.15 V, scaled 5.802
r1 = r2 = 0.450
density unit n_t 1.672e+17 cm^-3
weak-surface bound 2 n_t 3.343e+17 cm^-3
weak-gate ceiling of hyperbolic mode 0.4246 V
critical a 0.3615, x0 3.615 nm
critical gate 1, gate 2: 0.5648, 0.4148 V
same from numerical C = 0, gate 1: 0.5648 V
algebraic x=0 nm: phi 0.5005 V, n 2.557e+18 cm^-3
algebraic x=5 nm: phi 0.4556 V, n 4.504e+17 cm^-3
algebraic x=10 nm: phi 0.4319 V, n 1.803e+17 cm^-3
front film field 0.1430 MV/cm
front field tension 10.593 kPa
front electron pressure 10.593 kPa
low-bias limit of C 9.3258
zero field at back surface: gates 0.6096, 0.4596 V
hyperbolic: gates 0.4648, 0.3148 V, C 8.5976
  n front 1.509e+17, back 7.329e+15 cm^-3
  sheet density 4.651e+10 cm^-2
algebraic: gates 0.5648, 0.4148 V, C 0.0000
  n front 2.557e+18, back 1.803e+17 cm^-3
  sheet density 6.791e+11 cm^-2
trig monotone: gates 0.5872, 0.4372 V, C -3.1569
  n front 3.849e+18, back 3.158e+17 cm^-3
  sheet density 9.630e+11 cm^-2
trig minimum: gates 0.7096, 0.5596 V, C -17.6619
  n front 1.725e+19, back 3.223e+18 cm^-3
  sheet density 3.060e+12 cm^-2
zero-field point, trig monotone 14.70 nm
zero-field point, trig minimum 6.06 nm
largest closed-form error in u 6.6e-12
re-entrant film, each oxide: 3.0, 3.0 nm
re-entrant r1 = r2 = 3.00
re-entrant gate 2 0.3888 V
hyperbolic for gate 1 from 0.4479 to 0.7966 V
Fermi-Dirac sheet density 6.747e+11 cm^-2
Fermi-Dirac change -0.65 %
valley masses 0.916, 0.19 electron masses
quantum sheet density 4.520e+11 cm^-2
quantum change -33.4 %
gate shift restoring classical charge 23.0 mV
hole/electron ratio at back surface 3.1e-15
acceptors 1e+15 cm^-3 move phi by 0.0271 mV
critical gate 1 at 360 K 0.5295 V
front oxide field 0.429 MV/cm
oxide barrier 3.1 eV, mass 0.4, WKB factor 3.7e-08
```
